# Approach to Steady Dopant Pile-up Ahead of a Growing Silicide

**Q.** A silicide front moves into doped silicon and pushes part of the dopant ahead of it. Diffusion at diffusivity $D$ against a front of speed $v$ gives a pile-up of width about $D/v$. A layer that thin should settle while the front travels about $D/v$. Why would a small partition coefficient delay it?

**A.** Diffusion shapes the layer quickly, but the layer must also be filled, and the dopant balance sets how fast that happens. To write the balance, take a flat front that starts at $t=0$ and consumes silicon at constant speed $v$. The silicon is deep, with uniform initial dopant concentration $C_0$ and constant $D$. Let $x$ be the distance ahead of the front, $C(x,t)$ the concentration there, $C_i(t)=C(0,t)$, and $X=vt$ the thickness of silicon consumed.

The silicide removes dopant at the rate $kvC_i$ per unit area and returns none. This defines $k$, with $0<k<1$.

**Q.** Is that the usual ratio of the concentrations on the two sides?

**A.** Up to a thickness factor. If consuming unit thickness of silicon yields thickness $r$ of silicide, and the ratio of concentrations per volume is $k_V$, dopant is removed at the rate $(rv)(k_VC_i)$. Hence $k=rk_V$.

**Q.** Then write the transport equation, with its signs.

**A.** At a fixed position $\xi=x+vt$ in the crystal, diffusion gives $\partial_tC|_\xi=D\,\partial_\xi^2C$. Holding $\xi$ fixed makes $x$ fall at the rate $v$, so $\partial_t|_\xi=\partial_t|_x-v\partial_x$. Therefore

$$C_t=DC_{xx}+vC_x=-J_x,\qquad J=-DC_x-vC .$$

$J$ is the flux seen from the front, positive away from it. At the front it equals minus the removal rate:

$$-DC_x-vC_i=-kvC_i\quad\Longrightarrow\quad DC_x+(1-k)vC_i=0\quad(x=0).$$

Far ahead $C=C_0$ and $J=-vC_0$. In a steady state $J$ is the same everywhere, so $kvC_i=vC_0$ and $C_i=C_0/k$. The equation $DC_x+vC=vC_0$ then gives

$$C=C_0\left[1+\frac{1-k}{k}e^{-vx/D}\right].$$

The width is indeed $D/v$, but the stored excess per area is

$$Q_\infty=\int_0^\infty(C-C_0)\,dx=C_0\,\frac{1-k}{k}\,\frac Dv .$$

**Q.** How fast can that excess be supplied?

**A.** Integrate $C_t=-J_x$ over all $x$. With $Q=\int_0^\infty(C-C_0)dx$,

$$\frac{dQ}{dt}=J(0)-J(\infty)=vC_0-kvC_i,\qquad \frac{dQ}{dX}=C_0-kC_i .$$

Each unit of travel supplies at most $C_0$. A fraction $f$ of $Q_\infty$ therefore needs a travel of at least $fQ_\infty/C_0=f(1-k)D/(kv)$. Your estimate counts the time to spread dopant over $D/v$ and leaves out the time to collect it.

Define $g=kC_i/C_0$, the fraction of the steady interface value. Since $dQ/dX=C_0(1-g)$ and $Q$ starts at zero,

$$\int_0^\infty(1-g)\,dX=\frac{Q_\infty}{C_0}=\frac{(1-k)D}{kv}.$$

Only the last expression uses the diffusion law in the silicon. The first equality holds for other transport laws ahead of the front if the start is uniform, nothing returns from the silicide, and the system settles to a steady state with a finite excess.

**Q.** An area under a curve does not tell me its shape. The approach could have a long tail.

**A.** A short argument suggests the shape. Once the layer has formed, $Q\approx(C_i-C_0)D/v$. The balance becomes

$$\frac Dv\frac{dC_i}{dX}\approx C_0-kC_i ,$$

so $C_0/k-C_i$ decays as $e^{-kvX/D}$. This assumes the layer keeps its steady shape. The full solution removes that assumption.

Use $y=vx/D$, $s=vX/D=v^2t/D$ and $u=C/C_0-1$. Then

$$u_s=u_{yy}+u_y,\quad u(y,0)=0,\quad u_y+(1-k)(1+u)=0\ \text{at }y=0,$$

with $u\to0$ far ahead. Let $U(y,p)$ be the Laplace transform in $s$. The initial value vanishes, so $pU=U''+U'$. A solution $Ae^{-my}$ requires $m^2-m=p$, or $m=\tfrac12\pm q$ with $q=\sqrt{p+1/4}$. For $p>0$ we have $q>\tfrac12$, and the lower sign would grow with $y$; hence $m=\tfrac12+q$.

The constant 1 has transform $1/p$, so the front condition gives

$$-mA+(1-k)\left(A+\frac1p\right)=0,\qquad A=\frac{1-k}{p\,(q-\tfrac12+k)} .$$

Put $a=1-2k$, so that $q-\tfrac12+k=q-a/2$, and use $p=(q-\tfrac12)(q+\tfrac12)$. Then

$$A=\frac{1-k}{(q-\frac12)(q+\frac12)(q-\frac a2)}
=\frac{(1-k)/k}{q-\frac12}+\frac{1}{q+\frac12}-\frac{1/k}{q-\frac a2}.$$

Each coefficient comes from evaluating the other factors at its root. At $q=\tfrac12$ they are $1$ and $\tfrac12-\tfrac a2=k$, giving $(1-k)/k$. At $q=-\tfrac12$ they are $-1$ and $-\tfrac12-\tfrac a2=-(1-k)$, giving $1$. At $q=\tfrac a2$ they are $-k$ and $1-k$, giving $-1/k$. The three coefficients add to zero.

**Q.** And the inverse transform? I do not want to take it from a table.

**A.** Let $f(s)=e^{\alpha^2s}\operatorname{erfc}(-\alpha\sqrt s)$. Differentiation gives

$$f'=\alpha^2f+\frac{\alpha}{\sqrt{\pi s}},\qquad f(0)=1 .$$

With $s=r^2$, the transform of $1/\sqrt{\pi s}$ is $\frac{2}{\sqrt\pi}\int_0^\infty e^{-pr^2}dr=1/\sqrt p$. For $p>\alpha^2$ the transform $F$ of $f$ therefore obeys $pF-1=\alpha^2F+\alpha/\sqrt p$, so

$$F=\frac{\sqrt p+\alpha}{\sqrt p\,(p-\alpha^2)}=\frac1{\sqrt p(\sqrt p-\alpha)} .$$

Consequently $1/\sqrt{\pi s}+\alpha f$ has the transform

$$\frac1{\sqrt p}+\frac{\alpha}{\sqrt p(\sqrt p-\alpha)}=\frac1{\sqrt p-\alpha}.$$

Replacing $p$ by $p+1/4$ multiplies the function of $s$ by $e^{-s/4}$. The $1/\sqrt{\pi s}$ terms cancel because the coefficients add to zero. The roots $\alpha=\tfrac12,-\tfrac12,\tfrac a2$ leave, with $z=\sqrt s/2$,

$$u_i=\frac{1-k}{2k}\operatorname{erfc}(-z)-\frac12\operatorname{erfc}(z)-\frac{a}{2k}E\operatorname{erfc}(-az),$$

$$E=e^{(a^2-1)s/4}=e^{-k(1-k)s}.$$

Now form $g=k(1+u_i)$, using $\operatorname{erfc}(\mp z)=1\pm\operatorname{erf}z$. The constants add to $k+\frac{1-k}{2}-\frac k2=\frac12$, and the coefficients of $\operatorname{erf}z$ to $\frac{1-k}{2}+\frac k2=\frac12$:

$$g=\tfrac12(1+\operatorname{erf}z)-\tfrac a2E\operatorname{erfc}(-az).$$

At $s=0$ this is $\tfrac12-\tfrac a2=k$, as it must be for $C_i=C_0$.

**Q.** I see an exponential, but also error functions. Can you show that they do not spoil the law?

**A.** Take $k<\tfrac12$, so $a>0$. Insert $1+\operatorname{erf}z=2-\operatorname{erfc}z$ and $\operatorname{erfc}(-az)=2-\operatorname{erfc}(az)$:

$$g=1-(1-2k)e^{-k(1-k)s}-R,\qquad R=\tfrac12\left[\operatorname{erfc}z-aE\operatorname{erfc}(az)\right].$$

Define $h(w)=e^{w^2}\operatorname{erfc}w$. Because $s/4=z^2$, $E=e^{-z^2+a^2z^2}$, and

$$R=\tfrac12e^{-z^2}[h(z)-a\,h(az)].$$

Shifting the integration variable in $\operatorname{erfc}$, and then setting $\eta=2wr$, gives two forms:

$$h(w)=\frac2{\sqrt\pi}\int_0^\infty e^{-r^2-2wr}dr,\qquad
w\,h(w)=\frac1{\sqrt\pi}\int_0^\infty e^{-\eta-\eta^2/(4w^2)}d\eta .$$

The first decreases with $w$ and the second increases. Since $az<z$, the second gives $az\,h(az)\le z\,h(z)$, hence $R\ge0$. The first gives $h(az)\ge h(z)$, hence $R\le\tfrac12e^{-z^2}(1-a)h(z)$. Together,

$$0\le R\le k\operatorname{erfc}(\sqrt s/2).$$

The remainder never exceeds $k$ and decays on the scale $4D/v$. For $k$ well below $\tfrac12$ it soon becomes negligible beside the exponential term (about 1% of it at $s=4$ for $k=0.1$). Near $k=\tfrac12$ it does not, because the amplitude $1-2k$ vanishes and the two rates nearly coincide (at $k=0.45$ it is still about 0.7 of that term at $s=20$). The exponential term relaxes over the distance

$$X_{\rm relax}=\frac{D}{k(1-k)v}\;\longrightarrow\;\frac{D}{kv}\qquad(k\ll1).$$

**Q.** The short argument gave $k$ where this has $k(1-k)$. What did it miss?

**A.** The departure from steady state is slightly wider than the steady layer. Try a departure $e^{-\lambda s-my}$. The transport equation gives $\lambda=m-m^2$, and the front condition for a departure, $u_y+(1-k)u=0$, gives $m=1-k$. Thus $\lambda=k(1-k)$. The wider profile stores more dopant for the same interface change, by the factor $1/(1-k)$, and relaxes more slowly by that factor.

**Q.** May I then use plain $1-e^{-ks}$ at every stage, including the start?

**A.** Not at the very start, if you want $C_i$ itself. For $k<\tfrac12$ the absolute error in $g$ is at most $2k$ at every stage, which is small against 1 when $k$ is small. At the start, however, $g$ is itself only of order $k$, so the error is as large as $g$. To see the bound, write the difference as

$$g-(1-e^{-ks})=2kE-(E-e^{-ks})-R .$$

The first term lies between 0 and $2k$. For the second, $E-e^{-ks}=E(1-e^{-k^2s})\le k^2sE$. The maximum of $sE$ is $1/[e\,k(1-k)]$, so the second term is at most $k/[e(1-k)]$, which is below $k$ for $k<\tfrac12$. Since $R\le k$, the difference lies between $-2k$ and $2k$.

At $X=D/(kv)$ the small-$k$ value is $g=1-1/e\approx0.63$. The distance is a relaxation distance; the pile-up is then still well short of steady.

**Q.** What if the silicide rejects everything?

**A.** Then no steady state exists. Keep $s$ fixed but large and let $k\to0$. Expansion gives $g\approx1-(1-2k)(1-ks)\approx k(2+s)$, so

$$\frac{C_i}{C_0}\approx2+\frac{vX}{D}.$$

The interface value rises linearly. For travel well below $D/(kv)$, making $k$ smaller hardly raises the pile-up, because the supply limits it.

**Q.** And for $k>\tfrac12$?

**A.** The exponential found above is then absent. The pole would need $q=a/2<0$, whereas the square root has non-negative real part. The formula for $g$ gives instead

$$1-g=\tfrac12e^{-s/4}\left[h(z)-|a|h(|a|z)\right].$$

For large $w$, expanding $e^{-r^2}$ in the integral for $h$ gives $h(w)\approx(1-1/2w^2)/(\sqrt\pi w)$. The leading terms cancel, leaving a bracket proportional to $z^{-3}$. The late decay length is therefore $4D/v$, with a power-law factor. At $k=\tfrac12$, $1-g=\tfrac12\operatorname{erfc}z$, with the same exponential. For $k=0.8$ the mean decay rate between $s=20$ and $40$ is 0.288 per $D/v$, still above its limit of 0.25 and far from $k(1-k)=0.16$.

**Q.** Put in numbers for a contact.

**A.** Consider arsenic-doped silicon under growing erbium silicide near 450 °C, with rough round parameters: $v=1$ nm/s, $D/v=3$ nm, $k=0.1$ and $C_0=10^{18}$ cm$^{-3}$. They imply $D=3$ nm$^2$/s $=3\times10^{-14}$ cm$^2$/s. The steady interface value is $10^{18}/0.1=10^{19}$ cm$^{-3}$, and

$$\frac{D}{kv}=\frac{3\ \text{nm}}{0.1}=30\ \text{nm}=0.030\ \mu\text{m},\qquad \frac{D}{k(1-k)v}=\frac{30\ \text{nm}}{0.9}=33.3\ \text{nm}.$$

The stored excess tends to $10^{18}\times(3\times10^{-7})\times9=2.7\times10^{12}$ cm$^{-2}$.

| $X$ (nm) | $C_i$ ($10^{18}$ cm$^{-3}$) | $g$ | $1-e^{-kvX/D}$ |
|---:|---:|---:|---:|
| 3 | 2.38 | 0.238 | 0.095 |
| 30 | 6.74 | 0.674 | 0.632 |
| 60 | 8.68 | 0.868 | 0.865 |
| 90 | 9.46 | 0.946 | 0.950 |

The simple law is low at first, since it starts from 0 instead of $k$ and omits the fast early rise of $g$ as $R$ falls from $k$ to zero. It is slightly high at 90 nm, since its rate lacks the factor $1-k$. Reaching 90% takes 69 nm; neglecting $R$, this is $33.3\ln(0.8/0.1)$ nm. Direct numerical integration of the transport equation for $k=0.1$, up to $s=100$, agrees with the closed formula for $g$ within $2.1\times10^{-4}$ once $s>0.5$. Its late rate is 0.0900 per $D/v$, as $k(1-k)$ requires.

The travel to 63.2% is 26 nm, or 0.87 of $D/(kv)$. That ratio is 0.68 at $k=0.2$ and 0.99 at $k=0.01$, which shows where "small $k$" begins to be accurate.

**Q.** Does arsenic really diffuse that fast at 450 °C?

**A.** Not by ordinary lattice diffusion. A rough Arrhenius estimate, extrapolated far below the usual diffusion temperatures, gives $3\times10^{-28}$ cm$^2$/s. Another common fit gives a value a few hundred times larger, but even that is too small by more than ten orders of magnitude. The corresponding $D/v$ is far below an atomic spacing, where a continuum profile has no meaning. The example therefore assumes an effective $D$, enhanced by defects released at the front. The model does not establish that enhancement.

**Q.** Which other assumptions would a real contact break, and by how much?

**A.** Here each change is made separately, with the other parameters held fixed.

- **Electric field.** Arsenic ions drift in the field of the contact and of the pile-up itself. A steady solution with Poisson's equation and a rough electron barrier of 0.28 eV lowers the integrated distance $\int(1-g)dX$ from 27.0 to 21.8 nm, by 19%. Its electron density stays below 2% of the band density, so neglecting degeneracy is consistent. The size and even the sign of the change depend on the barrier: the distance is 36 nm at 0.20 eV, 26 nm at 0.25 eV and 14 nm at 0.36 eV. The mean dopant spacing, 5 to 10 nm, also exceeds the 3 nm layer, so the smooth potential is only a lateral average.
- **Finite enhanced zone.** If $D$ falls as $e^{-x/(20\ \text{nm})}$ ahead of the front, the integrated distance is 23.8 nm.
- **Slowing front.** If $v$ falls as $1/(1+X/30\ \text{nm})$, $g$ at 30 nm is 0.48 instead of 0.67. The growing $D/v$ calls for an ever larger stored dose, and $g$ levels off well below 1: it is 0.56 at 90 nm and 0.57 at 150 nm. Growth limited by diffusion through the silicide slows in this way.
- **Return from the silicide.** If the silicide stays well mixed at concentration $kC_i$ per volume of consumed silicon, $g$ at 30 nm is 0.56. With a quasi-steady layer, the balance $kXC_i+(C_i-C_0)D/v\approx C_0X$ gives $1-g\approx(1-k)/(1+kvX/D)$. The late approach is then algebraic, and the exponential law fails.

The chosen $C_0$ is also far below the roughly $10^{20}$ cm$^{-3}$ typical of heavily doped source and drain regions. Even here the steady interface value is close to a rough equilibrium limit on active arsenic, extrapolated down from higher temperatures, of about $10^{19}$ cm$^{-3}$. At source-drain doping, clustering or precipitation would have to enter the model, and $C_0/k$ could not be read as an active concentration.

**Q.** So should I design for a pile-up of $C_0/k$?

**A.** Only if the silicon consumed is several times $D/(kv)$ and the assumptions above hold, constant front speed and no return from the silicide in particular. With the slowing front above, further travel does not bring the pile-up near $C_0/k$. A film that consumes 30 nm here ends within the transient, at 67% of that value in the ideal model and lower with a slowing front or a well-mixed silicide, slightly higher (71%) with the finite enhanced zone. The numerical output below gives the remaining values.

## Calculated quantities

```
INPUTS (rough round values)
partition coefficient k = 0.10
front speed v = 1.0 nm/s
pile-up width D/v = 3.0 nm
effective diffusivity D = 3.0e-14 cm2/s
initial dopant concentration C0 = 1.0e+18 cm^-3
temperature = 723.15 K; kT = 0.0623 eV
RESULTS
steady interface concentration = 1.00e+19 cm^-3
D/(kv) = 30.0 nm = 0.030 um
D/(k(1-k)v) = 33.33 nm
integrated transient distance = 27.00 nm
steady stored excess dose = 2.70e+12 cm^-2
time to travel D/(kv) = 30.0 s
travel to 63.2% of steady value = 26.00 nm
travel to 90% of steady value = 69.32 nm
travel (nm), C_i (cm^-3), exact g, 1-exp(-kvX/D)
    3  2.381e+18  0.2381  0.0952
   10  3.984e+18  0.3984  0.2835
   30  6.740e+18  0.6740  0.6321
   60  8.677e+18  0.8677  0.8647
   90  9.462e+18  0.9462  0.9502
  150  9.911e+18  0.9911  0.9933
k, travel to 63.2% divided by D/(kv)
0.200  0.6829
0.100  0.8665
0.050  0.9418
0.010  0.9897
0.001  0.9990
CHECKS
largest transport-solver error in g, k=0.1 = 2.1e-04
late rate from transport solver, k=0.1 = 0.08996 per D/v
late rate for k=0.8, s=20 to 40 = 0.2884 per D/v
NEGLECTED EFFECTS
rough lattice diffusivity = 2.7e-28 cm2/s
effective/lattice diffusivity = 1.1e+14
lattice D/v = 2.7e-14 nm
electron barrier = 0.28 eV; Debye length = 6.35 nm
contact electron density = 1.18e+18 cm^-3
integrated distance with field = 21.76 nm
field/no-field distance ratio = 0.806
enhanced-zone decay length = 20 nm
integrated distance with finite zone = 23.81 nm
speed-halving travel = 30 nm
g at D/(kv), slowing front = 0.4807
g at D/(kv), well-mixed silicide = 0.5626
rough active arsenic limit = 1.2e+19 cm^-3
steady interface/active limit = 0.86
peak electron density/band density = 0.016
```
